\section*{Two Derivations of the Graetz Limit for an Absorbing Tube Wall}

\section{The limit from the eigenfunctions}

\subsection{Result and model}

A dilute precursor carried by laminar flow through a round tube with a perfectly absorbing wall reaches, far downstream, the diameter-based Sherwood number
\begin{equation}
\mathrm{Sh}_\infty=\frac{\lambda_0^2}{2}=3.66 ,
\label{eq:result}
\end{equation}
where $\lambda_0=2.7044$ is the smallest positive number for which
\begin{equation}
\frac1\rho\frac{d}{d\rho}\!\left(\rho\frac{dR}{d\rho}\right)+\lambda^2(1-\rho^2)R=0,
\qquad R(0)=1,\qquad R(1)=0
\label{eq:graetz}
\end{equation}
has a solution regular on the axis. Here $\rho=r/a$, with $r$ the distance from the axis and $a$ the tube radius.

The gas has constant temperature, density and diffusivity $D$. The precursor is too dilute to disturb the flow, which is fully developed with mean speed $U$:
\begin{equation}
u(r)=2U\left(1-\frac{r^2}{a^2}\right).
\end{equation}
From $z=0$ onwards every molecule that reaches the wall is captured, so the concentration $c$ vanishes at $r=a$. Axial diffusion is neglected, which requires a large P\'eclet number $\mathrm{Pe}=Ud/D$, with $d=2a$. The steady balance between axial convection and radial diffusion is
\begin{equation}
2U\left(1-\frac{r^2}{a^2}\right)\frac{\partial c}{\partial z}
=\frac{D}{r}\frac{\partial}{\partial r}\left(r\frac{\partial c}{\partial r}\right).
\end{equation}
Multiply by $a^2/D$ and define
\begin{equation}
\zeta=\frac{Dz}{2Ua^2},\qquad w(\rho)=1-\rho^2 .
\end{equation}
Since $\partial/\partial z=(D/2Ua^2)\,\partial/\partial\zeta$, all constants cancel:
\begin{equation}
w\frac{\partial c}{\partial\zeta}=\frac1\rho\frac{\partial}{\partial\rho}
\left(\rho\frac{\partial c}{\partial\rho}\right),\qquad c(1,\zeta)=0 .
\label{eq:pde}
\end{equation}

\subsection{The Sherwood number as a decay rate}

The Sherwood number compares the wall flux with the concentration that the flow carries. This is the mixing-cup mean, weighted by $u$. Because $\int_0^1\rho w\,d\rho=\tfrac12-\tfrac14=\tfrac14$,
\begin{equation}
c_b=\frac{\int_0^a u\,c\,r\,dr}{\int_0^a u\,r\,dr}=4\int_0^1\rho\,w\,c\,d\rho .
\end{equation}
The flux into the wall is $J=-D\,\partial c/\partial r|_a=-(D/a)\,\partial_\rho c|_1$. It defines the mass-transfer coefficient $k=J/c_b$, so
\begin{equation}
\mathrm{Sh}=\frac{kd}{D}=-\frac{2\,\partial_\rho c|_1}{c_b}.
\label{eq:shdef}
\end{equation}
Now multiply (\ref{eq:pde}) by $4\rho$ and integrate over the cross-section. The right side is a total derivative, and $\rho\,\partial_\rho c$ vanishes on the axis:
\begin{equation}
\frac{dc_b}{d\zeta}=4\,\partial_\rho c|_1 .
\end{equation}
Eliminating the wall gradient gives
\begin{equation}
\mathrm{Sh}=-\frac12\frac{d\ln c_b}{d\zeta}.
\label{eq:shrate}
\end{equation}
A constant Sherwood number therefore means exponential depletion, and $2\,\mathrm{Sh}$ is the decay rate per unit $\zeta$. The limit (\ref{eq:result}) also means that the wall flux equals diffusion across a flat stagnant film of thickness $d/3.66$, with $c_b$ on its gas side. This is a bookkeeping length: it exceeds half the radius, and an annular film lining the tube would need the smaller thickness $a(1-e^{-2/3.66})=d/4.75$ to pass the same flux.

\subsection{A complete set of radial modes}

Write $\Lambda=\lambda^2$ and define the flow-weighted inner product
\begin{equation}
\langle f,g\rangle=\int_0^1\rho\,w\,f\,g\,d\rho ,\qquad c_b=4\langle1,c\rangle .
\end{equation}
To show that the modes suffice for every inlet profile, convert (\ref{eq:graetz}) into an integral equation. Integrating $(\rho R')'=-\Lambda\rho wR$ from the axis, and then from $\rho$ to the wall, gives
\begin{equation}
R(\rho)=\Lambda\int_\rho^1\frac{dt}{t}\int_0^t s\,w(s)R(s)\,ds .
\end{equation}
For fixed $s$, the variable $t$ runs from $\max(\rho,s)$ to 1. Exchanging the integrations yields
\begin{equation}
R(\rho)=\Lambda\int_0^1\left[-\ln\max(\rho,s)\right]s\,w(s)R(s)\,ds .
\end{equation}
With $\psi=\sqrt{\rho w}\,R$ this becomes $\psi=\Lambda\int_0^1K\psi\,ds$, where
\begin{equation}
K(\rho,s)=-\sqrt{\rho\,w(\rho)}\,\ln\max(\rho,s)\,\sqrt{s\,w(s)} .
\end{equation}
This kernel is symmetric. It is also continuous, including at the origin, where $\sqrt{\rho s}\,|\ln\max(\rho,s)|$ tends to zero. It is positive: for any source $\psi$, let $y=\int_0^1[-\ln\max(\rho,s)]\sqrt{sw}\,\psi\,ds$. Then $-(\rho y')'=\sqrt{\rho w}\,\psi$, $y(1)=0$, and integration by parts gives
\begin{equation}
\iint\psi K\psi=\int_0^1 y\,[-(\rho y')']\,d\rho=\int_0^1\rho\,y'^2d\rho\ge0 .
\end{equation}
If $K$ maps $\psi$ to zero, then $y=0$, hence $\psi=0$. The spectral theorem for symmetric compact kernels now supplies a complete orthogonal set of modes $R_n$, with positive eigenvalues $\Lambda_n=\lambda_n^2$ that grow without bound. Each eigenvalue has one mode, because regularity and $R(0)=1$ fix the solution.

Mercer's theorem equates the sum of the eigenvalues $1/\Lambda_n$ of $K$ to its trace. Using $\int_0^1\rho^m(-\ln\rho)\,d\rho=1/(m+1)^2$,
\begin{equation}
\sum_n\frac1{\Lambda_n}=\int_0^1\rho(1-\rho^2)(-\ln\rho)\,d\rho
=\frac14-\frac1{16}=\frac3{16}.
\label{eq:trace}
\end{equation}

\subsection{The lowest eigenvalue}

Insert $R=\sum_{k\ge0}a_k\rho^{2k}$ in (\ref{eq:graetz}). Since $\rho^{-1}(\rho(\rho^{2k})')'=4k^2\rho^{2k-2}$, the coefficient of $\rho^{2k-2}$ gives
\begin{equation}
4k^2a_k=-\Lambda(a_{k-1}-a_{k-2}),\qquad a_0=1,\quad a_{-1}=0 .
\label{eq:rec}
\end{equation}
Thus $a_1=-\Lambda/4$ and $a_2=(\Lambda/16)(1+\Lambda/4)$. The signs alternate. The eigenvalue condition is $R(1;\Lambda)=\sum_ka_k=0$. Summing the series numerically gives
\begin{equation}
R(1;7.31)=0.000332,\qquad R(1;7.32)=-0.000594 .
\label{eq:bracket}
\end{equation}
A root lies between these values. Linear interpolation gives $7.31+0.01\times0.332/0.926=7.3136$, and numerical root finding gives $\Lambda=7.31359$. At this root the coefficients from $a_0$ to $a_7$ are
\begin{align}
&1,\;-1.82840,\;1.29286,\;-0.63410,\nonumber\\
&0.22020,\;-0.06248,\;0.01436,\;-0.00287 .
\end{align}
Their sum is already $-0.00043$; the later terms cancel this remainder.

A sign change does not show that no smaller root exists, but (\ref{eq:trace}) does. The other eigenvalues share
\begin{equation}
\frac3{16}-\frac1{7.31359}=0.05077 ,
\end{equation}
so each of them exceeds $1/0.05077=19.70$. The root found is $\Lambda_0$, and $\Lambda_0/2=3.6568$.

Higher roots are conveniently found from a closed form. Put $x=\lambda\rho^2$. Then $\rho\,d/d\rho=2x\,d/dx$, and (\ref{eq:graetz}), divided by $4\lambda$, becomes
\begin{equation}
\frac{d}{dx}\left(x\frac{dR}{dx}\right)+\frac{\lambda-x}{4}R=0 .
\end{equation}
Setting $R=e^{-x/2}F$ gives
\begin{equation}
\frac{d}{dx}\left(x\frac{dR}{dx}\right)=e^{-x/2}
\left[xF''+(1-x)F'-\frac F2+\frac{xF}{4}\right].
\end{equation}
The terms in $xF/4$ cancel, leaving Kummer's equation $xF''+(1-x)F'-(\tfrac12-\tfrac\lambda4)F=0$. Its regular solution gives
\begin{equation}
R=e^{-\lambda\rho^2/2}\,M\!\left(\tfrac12-\tfrac\lambda4,\,1,\,\lambda\rho^2\right).
\end{equation}
Numerical roots of $R(1)=0$ give $\Lambda_1=44.609$ and $\Lambda_2=113.92$.

\subsection{Downstream evolution and the limit}

Project (\ref{eq:pde}) on a mode by multiplying by $\rho R_n$ and integrating by parts twice. The boundary terms vanish because $R_n$ and $c$ are both zero at the wall:
\begin{equation}
\frac{d}{d\zeta}\langle R_n,c\rangle
=\int_0^1c\,(\rho R_n')'\,d\rho=-\Lambda_n\langle R_n,c\rangle .
\end{equation}
Let $f$ be the inlet profile, $N_n=\langle R_n,R_n\rangle$ and $g_n=\langle1,R_n\rangle$. Completeness then gives
\begin{equation}
c_b=4\sum_n\frac{g_n\langle R_n,f\rangle}{N_n}\,e^{-\Lambda_n\zeta}.
\label{eq:general}
\end{equation}

For a uniform inlet $f=c_0$, the weights can be found from wall derivatives. Integrating $\rho wR_n=-(\rho R_n')'/\Lambda_n$ gives $g_n=-R_n'(1)/\Lambda_n$. For $N_n$, differentiate the radial equation with respect to $\lambda$, writing $R_\lambda=\partial R/\partial\lambda$:
\begin{equation}
(\rho R_\lambda')'+\lambda^2\rho wR_\lambda+2\lambda\rho wR=0 .
\end{equation}
Multiply this by $R$, subtract the original equation multiplied by $R_\lambda$, and integrate:
\begin{equation}
\left[\rho(RR_\lambda'-R_\lambda R')\right]_0^1+2\lambda N=0 .
\end{equation}
At an eigenvalue $R(1)=0$, so $N_n=R_n'(1)R_\lambda(1)/(2\lambda_n)$. Therefore
\begin{equation}
\frac{c_b}{c_0}=\sum_nB_ne^{-\Lambda_n\zeta},\qquad
B_n=\frac{4g_n^2}{N_n}=\frac{8R_n'(1)}{\lambda_n^3R_\lambda(1)}>0 .
\label{eq:bulk}
\end{equation}
None of the $B_n$ vanishes, since $R_n(1)=R_n'(1)=0$ would force $R_n=0$ everywhere. Evaluation gives $B_0=0.8191$ and $B_1=0.0975$. Equation (\ref{eq:shrate}) becomes
\begin{equation}
\mathrm{Sh}=\frac12\,
\frac{\sum_n\Lambda_nB_ne^{-\Lambda_n\zeta}}{\sum_nB_ne^{-\Lambda_n\zeta}}
\;\longrightarrow\;\frac{\Lambda_0}{2}=3.66 .
\label{eq:shsum}
\end{equation}
This is half the average of $\Lambda_n$ with positive weights. Differentiating the weights shows that its slope is $-\tfrac12$ times the variance of $\Lambda_n$. For a uniform inlet, $\mathrm{Sh}$ therefore falls monotonically to its limit: the higher modes, which hold the steep initial gradient at the wall, die first.

For another non-negative inlet, the limit requires $\langle R_0,f\rangle\ne0$. This follows if $R_0$ has one sign. A non-negative inlet gives a non-negative $c$: multiplying (\ref{eq:pde}) by $\rho\min(c,0)$ and integrating shows that the squared negative part cannot grow from zero. For the uniform inlet, $e^{\Lambda_0\zeta}c$ tends in mean square to a non-zero multiple of $R_0$, so $R_0$ cannot change sign. Nor can it touch zero inside the tube, because its slope would also vanish there. Hence $R_0>0$ for $\rho<1$, and every non-negative, non-zero inlet with finite mean square has the limit (\ref{eq:result}).

For the uniform inlet, keep two modes. With $q=(B_1/B_0)e^{-(\Lambda_1-\Lambda_0)\zeta}$,
\begin{equation}
\frac{\mathrm{Sh}}{\mathrm{Sh}_\infty}-1
=\frac{q(\Lambda_1/\Lambda_0-1)}{1+q}
\simeq q\left(\frac{\Lambda_1}{\Lambda_0}-1\right).
\end{equation}
Setting the last expression to 0.01 gives $\zeta=0.110$, which marks the beginning of the far-downstream region at the one-per-cent level.

\section{The limit from bounds on the concentration}

\subsection{Quantities carried over}

The scaled radius is $\rho=r/a$, the scaled distance is $\zeta=Dz/(2Ua^2)$, and the velocity weight is $w=1-\rho^2$. The concentration obeys
\begin{equation}
\rho w\,\partial_\zeta c=\partial_\rho(\rho\,\partial_\rho c),\qquad c(1,\zeta)=0 .
\label{eq:pde2}
\end{equation}
The mixing-cup mean is $c_b=4\langle1,c\rangle$, with $\langle f,g\rangle=\int_0^1\rho wfg\,d\rho$, and $\mathrm{Sh}=-\tfrac12d\ln c_b/d\zeta$. For any number $\Lambda$, the function $R(\rho;\Lambda)$ is the regular solution of
\begin{equation}
(\rho R')'+\Lambda\rho wR=0,\qquad R(0)=1 .
\label{eq:R2}
\end{equation}
Its power series gives $R(1;7.31)=0.000332$ and $R(1;7.32)=-0.000594$. The following derivation uses neither an expansion in modes nor their completeness. The inlet is uniform, and $c$ is measured in units of its inlet value, so $c=1$ at $\zeta=0$.

\subsection{A comparison principle}

Let $v$ obey the differential equation in (\ref{eq:pde2}) for $0\le\rho\le\rho_1$, where $\rho_1\le1$. Suppose that $v\le0$ at $\zeta=0$ and at $\rho=\rho_1$. Then $v\le0$ throughout. To prove this, let $v_+=\max(v,0)$, multiply the equation by $v_+$ and integrate by parts:
\begin{equation}
\frac12\frac{d}{d\zeta}\int_0^{\rho_1}\rho w\,v_+^2\,d\rho
=-\int_0^{\rho_1}\rho\,(\partial_\rho v_+)^2\,d\rho\le0 .
\end{equation}
The boundary term vanishes because $v_+=0$ at $\rho_1$. The integral on the left starts at zero, cannot be negative and cannot grow, so it remains zero. Applied to $v=-c$, the principle gives $c\ge0$.

Two solutions can thus be ordered everywhere by ordering them at the inlet and on the outer boundary. Suitable comparison solutions are
\begin{equation}
R(\rho;\Lambda)\,e^{-\Lambda\zeta},
\end{equation}
which satisfy the same differential equation for every $\Lambda$, whether or not $R$ vanishes at the wall.

\subsection{The shape of the comparison functions}

The signs of $R(1;\Lambda)$ are useful once it is known that $R$ decreases from the axis to the wall. This will be shown for $0<\Lambda\le7.32$. Integrating (\ref{eq:R2}) gives
\begin{equation}
\rho R'(\rho)=-\Lambda\int_0^\rho s\,w\,R\,ds .
\label{eq:slope}
\end{equation}
While $R$ is positive it decreases, so $R\le1$. The integral is then at most $\rho^2/2$, and a second integration gives
\begin{equation}
R\ge1-\frac{\Lambda\rho^2}{4}.
\end{equation}
If $R$ has no zero inside the tube, nothing remains to be shown. Otherwise its first zero $\rho_0$ obeys $\rho_0^2\ge X$, where $X=4/\Lambda\ge0.546$. The positive part of the integral in (\ref{eq:slope}) is at least
\begin{equation}
\frac12\int_0^X(1-x)\left(1-\frac xX\right)dx
=\frac X4-\frac{X^2}{12}>0.11 ,
\end{equation}
where $x=s^2$. The right side increases with $X$ in the relevant range $X<1$, so its smallest value occurs at $\Lambda=7.32$.

Suppose that beyond $\rho_0$ the slope first returned to zero at some $\rho_2\le1$. Up to that point $R$ is negative beyond $\rho_0$, and the negative contribution reduces the integral in (\ref{eq:slope}). That integral therefore never exceeds $\int_0^1sw\,ds=\tfrac14$. Hence $|R'|\le\Lambda/(4\rho)$, and
\begin{equation}
|R|\le\frac\Lambda4\ln\frac1{\rho_0}\le\frac{7.32}{8}\ln\frac1{0.546}<0.56 .
\end{equation}
The negative contribution is then smaller in magnitude than
\begin{equation}
0.56\int_{\rho_0}^1s(1-s^2)\,ds=0.56\,\frac{(1-\rho_0^2)^2}{4}<0.03 .
\end{equation}
It cannot cancel a positive part above 0.11, which contradicts $R'(\rho_2)=0$. So $R$ decreases all the way to the wall.

\subsection{Bounds above and below}

Take first $\Lambda_-=7.31$. By monotonicity, $R(\rho;\Lambda_-)\ge R(1;\Lambda_-)=0.000332>0$. The function
\begin{equation}
\bar c=\frac{R(\rho;\Lambda_-)}{R(1;\Lambda_-)}\,e^{-\Lambda_-\zeta}
\end{equation}
is at least 1 at the inlet and positive at the wall. Comparing with $v=c-\bar c$ gives $c\le\bar c$, and therefore
\begin{equation}
c_b\le C_-e^{-7.31\zeta},\qquad C_-=\frac{4\langle1,R(\,\cdot\,;\Lambda_-)\rangle}{R(1;\Lambda_-)} .
\label{eq:upper}
\end{equation}
The constant is large because the denominator is small, but it does not affect the rate.

Now take $\Lambda_+=7.32$. Since $R(1;\Lambda_+)<0$ and $R$ decreases, it has one zero $\rho_*<1$. Within the narrower cylinder $\rho\le\rho_*$, compare $c$ with
\begin{equation}
\underline c=R(\rho;\Lambda_+)\,e^{-\Lambda_+\zeta}.
\end{equation}
At the inlet $\underline c\le1=c$, and at $\rho_*$ one has $\underline c=0\le c$. Applying the principle to $\underline c-c$ gives $c\ge\underline c$ in this cylinder, so
\begin{equation}
c_b\ge C_+e^{-7.32\zeta},\qquad
C_+=4\int_0^{\rho_*}\rho w\,R(\rho;\Lambda_+)\,d\rho>0 .
\label{eq:lower}
\end{equation}
Physically, the lower bound moves the absorber inward to $\rho_*$ and so depletes the gas faster. The upper bound leaves some concentration at the wall and depletes it more slowly.

\subsection{From the mean rate to the local Sherwood number}

The bounds fix the decay averaged over a long distance. For the local Sherwood number it must also be shown that the decay rate settles. For two distances adding to $\zeta$, equation (\ref{eq:pde2}) gives
\begin{align}
\frac{d}{d\eta}\langle c(\zeta-\eta),c(\eta)\rangle
={}&-\int_0^1c(\eta)\,\partial_\rho[\rho\,\partial_\rho c(\zeta-\eta)]\,d\rho\nonumber\\
&+\int_0^1c(\zeta-\eta)\,\partial_\rho[\rho\,\partial_\rho c(\eta)]\,d\rho=0 .
\end{align}
The integrals cancel after integration by parts because both profiles vanish at the wall. The inner product thus depends on the sum of the distances alone. Letting $\eta\to0$, where $c=1$, identifies its value:
\begin{equation}
\langle c(\alpha),c(\beta)\rangle=\tfrac14c_b(\alpha+\beta).
\end{equation}
The Cauchy--Schwarz inequality gives
\begin{equation}
c_b(\alpha+\beta)\le\sqrt{c_b(2\alpha)\,c_b(2\beta)} .
\end{equation}
The value of $\ln c_b$ at a midpoint is therefore no greater than the mean of its end values. Being continuous, $\ln c_b$ is convex, and $\mathrm{Sh}$ cannot increase downstream. It is non-negative, so it has a limit. The average of a quantity that tends to a limit has the same limit, hence
\begin{equation}
\mathrm{Sh}_\infty=-\lim_{\zeta\to\infty}\frac{\ln c_b}{2\zeta}.
\end{equation}
Inserting (\ref{eq:upper}) and (\ref{eq:lower}) yields
\begin{equation}
3.655\le\mathrm{Sh}_\infty\le3.660 ,
\end{equation}
which is 3.66 to three figures. The argument also identifies the number within the bracket. Any $\Lambda$ in it with $R(1;\Lambda)>0$ is a lower bound on $2\,\mathrm{Sh}_\infty$, and any with $R(1;\Lambda)<0$ is an upper bound. Thus $2\,\mathrm{Sh}_\infty$ is the point of sign change, 7.3136, in agreement with the eigenfunction result.

\subsection{What each derivation assumes}

Both derivations assume linear transport, a steady parabolic flow, a perfect sink and no axial diffusion. Both also use the radial series, but for different purposes. The first needs a symmetric radial operator with a complete set of modes, and the trace to exclude a lower eigenvalue. In return it gives the whole profile, the development length and the limit for any non-negative inlet of finite mean square.

The second needs the comparison principle, with symmetry entering at the last step. It gives bounds on depletion without a spectrum, but no amplitudes for the approach to the limit. Its existence argument for the local limit was made for a uniform inlet. Axial diffusion breaks both arguments as written: the problem can no longer be marched from the inlet, and the eigenvalue enters the radial equation quadratically.

\subsection{A tube in atmospheric-pressure deposition}

Consider trimethylaluminium in nitrogen passing through a tube with a hydroxylated wall at 423 K and 760 Torr. The bore is 1 cm, the length 50 cm and the flow 1000 sccm, referred to 273.15 K and 1 atm. A rough diffusivity is $D=0.16\ \mathrm{cm^2/s}$. The mean speed is
\begin{equation}
U=\frac{1000}{60}\,\frac{423}{273.15}\,\frac1{\pi(0.5)^2}=32.9\ \mathrm{cm/s},
\end{equation}
so $\mathrm{Pe}=205$. The scaled distance per centimetre is $0.16/(2\times32.86\times0.25)=0.00974$, and the decay length is
\begin{equation}
L=\frac1{7.3136\times0.009738}=14.0\ \mathrm{cm}.
\end{equation}
The limiting transfer coefficient is $k=3.657\times0.16/1=0.585$ cm/s. The mode sums give the columns for a uniform inlet below. The last column is for precursor fed uniformly within $\rho<0.5$, found by finite-volume integration with 400 radial cells.

\begin{center}
\begin{tabular}{cccc}
$z$ (cm) & $c_b/c_0$ & Sh, uniform & Sh, core-fed\\
1 & 0.839 & 6.05 & 0.81\\
5 & 0.585 & 4.02 & 3.29\\
10 & 0.403 & 3.72 & 3.60\\
20 & 0.197 & 3.66 & 3.66\\
50 & 0.023 & 3.66 & 3.66
\end{tabular}
\end{center}

The core-fed value starts low because the precursor must first diffuse to the wall. With the uniform inlet, $\mathrm{Sh}$ comes within 1\% of its limit at 11.3 cm, where 37\% of the precursor remains in the flow.

The precursor pressure is taken as 0.001 Torr, deliberately low so that the wall fills slowly; 0.1 Torr is considered below for comparison. A self-limiting wall stops absorbing when its sites are full. With roughly $\Gamma=4\times10^{14}$ sites per $\mathrm{cm^2}$ and an inlet density $n_0=2.28\times10^{13}\ \mathrm{cm^{-3}}$, the wall can hold $4\Gamma/(dn_0)=70$ times the precursor in an equal length of gas at inlet density. At its initial flux, the wall at $z=1$ cm would fill in 22 s, against a mean transit time of 1.5 s. Once the gas has filled the tube, the steady model can describe the next several seconds, but not this whole interval: sites nearer the inlet fill sooner, and more precursor then reaches the wall downstream. At 0.1 Torr the capacity ratio is 0.70: much of the wall saturates while the gas is still filling the tube, and the steady perfect-sink model fails.

Finite reactivity also matters. If a fraction $s$ of wall collisions leads to capture, the incoming flux is $I=\bar vc/4+J/2$, where $\bar v$ is the mean thermal speed and the second term corrects for the net drift. Setting $J=sI$ gives
\begin{equation}
J=k_wc,\qquad k_w=\frac{\bar v}{4}\,\frac{s}{1-s/2}.
\end{equation}
The wall condition becomes $R'(1)+\mathrm{Bi}\,R(1)=0$, with $\mathrm{Bi}=k_wa/D$. Here $\bar v=352$ m/s. Solving for the lowest root gives $\mathrm{Sh}_\infty=3.64$, 3.47 and 2.30 for $s=10^{-2}$, $10^{-3}$ and $10^{-4}$, all based on $c_b$. Relative to the perfect sink, these are reductions of 0.5\%, 5\% and 37\%. Beyond the first 11 cm or so, the value 3.66 is thus a useful design value here if the wall is unsaturated and $s$ is near $10^{-2}$ or above. That condition is not assured for this chemistry: sticking probabilities reported for trimethylaluminium in alumina deposition are of order $10^{-3}$, where 3.66 is about 5\% too high, and the effective $s$ falls further as sites fill.

Axial diffusion adds $\mathrm{Pe}^{-2}\partial_\zeta^2c$ to the right side of the scaled transport equation, and hence $\Lambda^2R/\mathrm{Pe}^2$ to the radial equation. In this tube it lowers $\Lambda_0$ by 0.02\%. At fixed temperature and standard flow, $U$ and $D$ both vary as inverse pressure, so Pe does not depend on pressure. But 100 sccm in a 5 cm bore gives $\mathrm{Pe}=4.1$. Then $\Lambda_0$ falls to 5.26 while $\mathrm{Sh}_\infty$, from its flux definition, is 3.80. The relation $\mathrm{Sh}=\Lambda_0/2$ no longer holds because axial diffusion carries part of the precursor, and using 7.31 would overstate the depletion rate.

The remaining corrections are smaller or can be removed by design. The Reynolds number is 115, using a rough nitrogen viscosity of $2.3\times10^{-5}$ Pa s. The mean free path is about $10^{-5}$ of the bore, and the pressure drop is 0.009 Torr. The velocity profile needs roughly 6 cm to develop, so the absorbing section must follow an inert calming length for the stated inlet condition to apply. The gas must also have reached the wall temperature there, since the model is isothermal.

Numerical values quoted here were computed with a short program.
